Critical and Koehler illumination: equal mask coherence from a large incoherent source, part 1

(Sections cited here and not found follow in the second part.)

**Part I. The two illuminations and their common limit**

**What symmetry and dimensions fix**

Two points x₁ and x₂ of a photomask are lit through a condenser by light of wavelength λ. Let U(x) be the complex field at the mask, with the time factor exp(−iωt) removed, and let ⟨ ⟩ denote an average over the fluctuations of the lamp. The mutual intensity and the degree of coherence are

J(x₁,x₂) = ⟨U(x₁) U*(x₂)⟩, (1)

μ(x₁,x₂) = J(x₁,x₂) / √[J(x₁,x₁) J(x₂,x₂)]. (2)

In scalar, small-angle optics a condenser of numerical aperture NA passes transverse spatial frequencies f, which are two-component vectors, up to the radius

f_c = NA/λ. (3)

For a uniformly filled aperture and uniform illumination without limit, 1/f_c is the one length available besides the separation Δ = x₁ − x₂. Since μ has no dimension, it must be a function of f_c|Δ|. This argument cannot exclude a wavefront error W of the condenser, because W, counted in waves, is itself a pure number. A symmetry does exclude it.

Write the field as a sum of plane-wave components a(f):

U(x) = ∫ a(f) exp(2πi f·x) d²f. (4)

Then

J(x₁,x₂) = ∬ ⟨a(f) a*(f′)⟩ exp[2πi(f·x₁ − f′·x₂)] d²f d²f′. (5)

If both points are shifted by c, the integrand acquires the factor exp[2πi(f − f′)·c]. Uniform illumination is meant here in a strong sense: J itself, and not only the intensity J(x,x), does not change for any c. An unbounded uniform source gives this when the condenser acts in the same way at every mask point. The correlation must therefore vanish unless f = f′, so that

⟨a(f) a*(f′)⟩ = S(f) δ(f − f′), (6)

J = ∫ S(f) exp(2πi f·Δ) d²f. (7)

A phase error multiplies a(f) by exp[2πiW(f)]. In equation (6) this factor meets its own conjugate at the same f and gives one. The form of the answer is thus fixed: J is the Fourier transform of a real, non-negative power spectrum S, and a pure phase error leaves S alone. It remains to find S for each illumination, and to find how large a real source must be before the symmetry is good enough.

**Assumptions and theorem**

In critical illumination the condenser forms an image of the source on the mask. In Koehler illumination the source lies in the front focal plane of the condenser and the mask in the back focal plane, so that each source point gives a plane wave at the mask. The assumptions are these.

(A1) The light is quasi-monochromatic, and the optics is scalar and small-angle. This is classical wave optics, so no atomic unit enters the algebra.

(A2) Different source points are uncorrelated. For critical illumination the source is described by its geometrical image on the mask, with position s and brightness I(s). The correlation width of the real source must be much smaller than the detail that the condenser resolves.

(A3) The condenser has the pupil function

P(f) = A(f) exp[2πiW(f)], A(f) ≥ 0, A(f) = 0 for |f| > f_c. (8)

The amplitude A includes any unevenness with which a source point fills the aperture. The smooth function W is the same for all source points and mask points that matter.

(A4) The critical condenser is telecentric on the mask side: the central ray of each image point meets the mask at a right angle. Without this property the field carries an extra phase that depends on x. It changes the phase of μ but not its modulus.

(A5) The Koehler condenser is ideal and does not cut off any part of the beams that reach the mask points considered.

**Theorem.** Let the source image be a disc of uniform brightness and radius R, centred near the two mask points. With NA, λ, A and W held fixed, the degree of coherence in critical illumination tends, as R grows without limit, to

μ₀(Δ) = ∫ A²(f) exp(2πi f·Δ) d²f / ∫ A²(f) d²f. (9)

This is independent of W. If A is constant inside the aperture, then

μ₀ = 2J₁(v)/v, v = 2πNA|Δ|/λ, (10)

where J₁ is the Bessel function of order one. Koehler illumination whose source uniformly fills the same aperture gives the same expression.

The statement concerns a limit. A finite source gives approximate equality, with an error bounded in Part II. The independence covers phase errors; amplitude errors remain in equation (9).

**Lemma 1: source points add in intensity**

Let b(s) be the fluctuating amplitude of the source point whose geometrical image is s. Assumption (A2) reads

⟨b(s) b*(s′)⟩ = I(s) δ(s − s′). (11)

The condenser turns this point into plane waves that would all be in phase at x = s if W were zero. Their sum is K(x − s), with

K(u) = ∫ P(f) exp(2πi f·u) d²f. (12)

Hence U(x) = ∫ b(s)K(x − s) d²s. Insert this in equation (1):

J(x₁,x₂) = ∬ ⟨b(s)b*(s′)⟩ K(x₁ − s) K*(x₂ − s′) d²s d²s′. (13)

The delta function removes the integral over s′, and

J(x₁,x₂) = ∫ I(s) K(x₁ − s) K*(x₂ − s) d²s. (14)

Each source point is coherent with itself, so it contributes a product of fields at the two mask points. Different source points contribute no cross terms. A phase that belongs to a source point as a whole cancels in its own product. ∎

**Lemma 2: Koehler illumination**

Let F be the focal length and ξ a source point in the front focal plane. Free propagation over the distance F gives a quadratic phase, and the lens subtracts one. In one transverse dimension the field at the mask is, apart from a constant factor,

U(x,ξ) = ∫ exp{(iπ/λF)[(u − ξ)² − u² + (x − u)²]} du, (15)

where u is the position on the lens. The bracket is

u² − 2uξ + ξ² − u² + x² − 2ux + u²
= u² − 2u(ξ + x) + ξ² + x²
= [u − (ξ + x)]² − (ξ + x)² + ξ² + x²
= [u − (ξ + x)]² − 2ξx. (16)

The shift of u by ξ + x does not alter an integral over the whole line. The remaining integral follows by turning the path through 45 degrees, u = t exp(iπ/4), for which iu² = −t²:

∫ exp(iπu²/λF) du = exp(iπ/4) ∫ exp(−πt²/λF) dt = exp(iπ/4) √(λF). (17)

This constant depends on neither x nor ξ. Therefore

U(x,ξ) ∝ exp(−2πiξx/λF). (18)

The second transverse dimension gives the same factor, so for vectors ξx becomes ξ·x. Each source point yields a plane wave of frequency f = −ξ/(λF). A source disc of radius NA·F fills |f| ≤ NA/λ, which is the aperture in equation (3). Adding the products for all source points gives, up to a constant,

J_Koehler = ∫_{|f|≤f_c} exp[2πi f·(x₁ − x₂)] d²f. (19)

If each plane wave had its own phase ψ(ξ), the product would contain exp(iψ)exp(−iψ) = 1. If the brightness varied over the source disc, it would appear as a weight S(f), and the match with a critical condenser would require S proportional to A². ∎

**Lemma 3: the transform of a disc**

Let r = |Δ|, and let θ be the angle between f and Δ. The Bessel function of order zero has the integral form

J₀(t) = (1/2π) ∫₀^{2π} exp(it cosθ) dθ. (20)

Thus equation (19) becomes

2π ∫₀^{f_c} J₀(2πfr) f df. (21)

We need the integral of tJ₀(t). From the power series

J₀(t) = Σₘ (−1)ᵐ (t/2)^{2m}/(m!)²,
J₁(t) = Σₘ (−1)ᵐ (t/2)^{2m+1}/[m!(m+1)!], (22)

we have tJ₁ = 2 Σₘ (−1)ᵐ (t/2)^{2m+2}/[m!(m+1)!]. Differentiation brings down m + 1 from each term, which reduces (m+1)! to m!:

d(tJ₁)/dt = 2 Σₘ (−1)ᵐ (t/2)^{2m+1}/(m!)² = tJ₀. (23)

Put t = 2πfr in equation (21). Then f df = t dt/(2πr)², and the upper limit is v = 2πf_c r. The integral is 2πvJ₁(v)/(2πr)². Since 2πr = v/f_c, this equals 2πf_c²J₁(v)/v. At r = 0 the integral is the disc area πf_c². The ratio is

μ₀ = 2J₁(v)/v. ∎ (24)

For small v the series gives μ₀ = 1 − v²/8 + …, so points much closer than 1/f_c are nearly coherent. The first zero is at v = 3.8317. Beyond it μ₀ is negative at first: the fields at the two points then tend to be opposite in phase. Reducing NA at fixed separation reduces v. Once v is below the first zero, this raises μ₀ steadily towards one, which is full coherence.

**Lemma 4: critical illumination with an unbounded source**

Insert equation (12) and its conjugate in equation (14). The exponent from K(x₁ − s) is 2πi f·(x₁ − s), and that from K*(x₂ − s) is −2πi f′·(x₂ − s). Collecting the terms in s gives

J = ∬ Î(f − f′) P(f)P*(f′) exp[2πi(f·x₁ − f′·x₂)] d²f d²f′, (25)

Î(g) = ∫ I(s) exp(−2πi g·s) d²s. (26)

For I(s) = I₀ everywhere, Î(g) = I₀δ(g). Then f′ = f, and

P(f)P*(f) = A²(f) exp[2πiW(f)] exp[−2πiW(f)] = A²(f). (27)

The result is

J = I₀ ∫ A²(f) exp[2πi f·(x₁ − x₂)] d²f. (28)

The delta function can be avoided. As functions of s, K(x₁ − s) and K(x₂ − s) are square-integrable, because P is bounded and vanishes outside a disc. Parseval's theorem for their product gives equation (28) directly. Division by J at Δ = 0 gives equation (9), and Lemma 3 gives equation (10) when A is constant. The mask intensity J(x,x) is also free of W in this limit. ∎

Lemmas 2 to 4 prove the equality for an unbounded source. The bound in Part II shows that finite discs approach this limit, which completes the proof.

**Remark 1: why the phase is lost**

Equation (25) describes the light in the condenser aperture. Two pupil points f and f′ are correlated in proportion to Î(f − f′), and the larger the source, the narrower Î is. For a uniform disc of radius R, Lemma 3 with the roles of position and frequency exchanged puts the first zero of Î at |f − f′| = 3.8317/(2πR) = 0.61/R. The aperture is thus divided into small coherent patches that are mutually incoherent. An aberration changes the phase of one patch relative to another, but there is no stable relative phase to change. A single source point, by contrast, fills the whole aperture coherently, and its image is strongly altered by W. The sum over all source points removes that alteration.

**Remark 2: amplitude errors survive**

Let ρ = |f|/f_c, and suppose that the aperture transmits the intensity fraction A² = 1 − ρ². By equation (23), ∫₀¹ρJ₀(vρ)dρ = J₁(v)/v. Integration by parts gives

∫₀¹ ρ³J₀(vρ)dρ = J₁(v)/v − (2/v)∫₀¹ ρ²J₁(vρ)dρ. (29)

The same term-by-term differentiation as in equation (23) gives d(t²J₂)/dt = t²J₁, so the last integral is J₂(v)/v. The difference of the two integrals is 2J₂(v)/v². The denominator of equation (9), in the same units, is ∫₀¹(1 − ρ²)ρdρ = 1/4. Hence

μ₀ = 8J₂(v)/v². (30)

At v = 3.0986 this is 0.4051, against 0.1946 for a uniform aperture. A direct sum over source points, with two waves of defocus and a source-image radius of 90000 nm at λ/NA = 6083.3 nm, gives 0.4052. The defocus has dropped out, while the uneven transmission has doubled μ.

**Part II. How large the source must be**

**Symbols and results taken from Part I**

The mask points are x₁ and x₂, with separation Δ = x₁ − x₂. The condenser passes frequencies |f| ≤ f_c = NA/λ and has the pupil function P = A exp(2πiW), with W in waves. Its point response K is the Fourier transform of P, equation (12). The source image has brightness I(s), and Î is its Fourier transform. The mutual intensity J is the sum over source points in equation (14), or equivalently the double integral in equation (25). For an unbounded uniform source the degree of coherence is μ₀, equation (9), which does not contain W. For a uniformly filled aperture μ₀ = 2J₁(v)/v, with v = 2πf_c|Δ|, and Koehler illumination gives the same function.

**Lemma 5: an error bound for a finite source**

Let the brightness be I₀ inside a region and zero outside. Define the full response energy

N = ∫ |K(u)|² d²u = ∫ A²(f) d²f, (31)

where the second form is Parseval's theorem. For a, b = 1, 2, let the normalized contribution of the missing source points be

T_ab = (1/N) ∫_outside K(x_a − s) K*(x_b − s) d²s. (32)

The diagonal values T₁₁ and T₂₂ are the fractions of the full intensity lost at the two mask points. Let D be the larger of them, and assume D < 1. The Cauchy-Schwarz inequality applied to equation (32) gives

|T₁₂| ≤ √(T₁₁T₂₂) ≤ D. (33)

The mutual intensity of the finite source, divided by I₀N, is μ₀ − T₁₂. Its two intensities in the same units are 1 − T₁₁ and 1 − T₂₂. With

q = √[(1 − T₁₁)(1 − T₂₂)], 1 − D ≤ q ≤ 1, (34)

the degree of coherence is μ = (μ₀ − T₁₂)/q. Subtract μ₀:

μ − μ₀ = [μ₀(1 − q) − T₁₂]/q. (35)

Here |μ₀| ≤ 1, because it is an average of phase factors with a non-negative weight. Also 1 − q ≤ D and |T₁₂| ≤ D. Therefore

|μ − μ₀| ≤ 2D/(1 − D). (36)

For a fixed condenser, K is square-integrable, so the part of its energy outside a growing disc tends to zero. Then D tends to zero, and μ tends to μ₀. This completes the proof of the theorem. ∎

For a large enough uniform source, the degree of coherence in critical illumination approaches a limit that does not contain the condenser's phase error and that, for a uniformly filled aperture, equals the Koehler value; a finite source misses this limit by at most 2D/(1 − D). It remains to evaluate the loss D, to see how aberrations enlarge the source that is needed, and to test the result on numerical examples.

Numerical values quoted here were computed with a short program.
